# Density-of-States Mass of an Elliptical Valley in Two Dimensions: verification in Python

```python
"""Density-of-states mass of one elliptical valley in two dimensions.

Result under test: for E = (hbar^2/2)(kx^2/mx + ky^2/my) the density of states
per area, spin included, is g = m_d/(pi hbar^2) with m_d = sqrt(mx*my).
mx, my, m_d : masses in units of the free-electron mass m0
W           : inverse-mass tensor in units of 1/m0
The formula is tested against an explicit count of the allowed k points of a
large square sample with periodic boundary conditions.
Internal units: energy in meV, length in nm.
"""
import numpy as np
from scipy.constants import hbar, m_e, e

mx, my = 0.15, 1.2
energy = 50.0                 # meV, reference energy above the valley bottom
sheet_density = 5.0e12        # cm^-2
side = 2000.0                 # nm, side of the square sample
angle_deg = 30.0              # rotation of the ellipse

CM2_PER_NM2 = 1.0e-14
hb2_over_m0 = hbar**2 / m_e / e * 1.0e3 * 1.0e18     # meV nm^2

# Formula side
m_d = np.sqrt(mx * my)
semi_x = np.sqrt(2 * mx * energy / hb2_over_m0)
semi_y = np.sqrt(2 * my * energy / hb2_over_m0)
k_area = np.pi * semi_x * semi_y
states_per_cm2 = 2 * k_area / (2 * np.pi)**2 / CM2_PER_NM2
dos = m_d / (np.pi * hb2_over_m0) / CM2_PER_NM2      # meV^-1 cm^-2
fermi_energy = sheet_density / dos

# Counting side: energies of all allowed k points in a sufficiently large square
index = np.arange(-450, 451)
k_values = 2 * np.pi * index / side
KX, KY = np.meshgrid(k_values, k_values, indexing="ij")


def level_energies(W):
    """Energies at all grid points; the grid edge must lie above 'energy'."""
    levels = 0.5 * hb2_over_m0 * (
        W[0, 0] * KX**2 + 2 * W[0, 1] * KX * KY + W[1, 1] * KY**2)
    edge = min(levels[0].min(), levels[-1].min(),
               levels[:, 0].min(), levels[:, -1].min())
    assert edge > energy
    return np.sort(levels.ravel())


def counted_states(levels, upper):
    """Number of states, spin included, with energy up to 'upper'."""
    return 2 * int(np.searchsorted(levels, upper, side="right"))


def mass_from_count(levels, lower, upper):
    """Mass of the circular valley with the counted states in the window."""
    number = counted_states(levels, upper)
    if lower > 0:
        number -= counted_states(levels, lower)
    return np.pi * hb2_over_m0 * number / side**2 / (upper - lower)


W_principal = np.diag([1 / mx, 1 / my])
levels = level_energies(W_principal)
count = counted_states(levels, energy)
count_per_cm2 = count / (side**2 * CM2_PER_NM2)
mass_counted = mass_from_count(levels, 0.0, energy)

# Tolerance: the k points cut the edge of the ellipse unevenly
assert abs(mass_counted / m_d - 1) < 3e-3
assert abs(count_per_cm2 / states_per_cm2 - 1) < 3e-3

# Other averages of the two masses must fail the count
arithmetic = (mx + my) / 2
harmonic = 2 * mx * my / (mx + my)
assert abs(arithmetic / mass_counted - 1) > 0.2
assert abs(harmonic / mass_counted - 1) > 0.2

# Density of states is the same in a low and a high energy window
mass_low = mass_from_count(levels, 10.0, 20.0)
mass_high = mass_from_count(levels, 40.0, 50.0)
assert abs(mass_low / m_d - 1) < 1e-2
assert abs(mass_high / m_d - 1) < 1e-2

# A circular valley of mass m_d holds the same number of states
circle_levels = level_energies(np.diag([1 / m_d, 1 / m_d]))
circle_count = counted_states(circle_levels, energy)
assert abs(circle_count / count - 1) < 5e-3

# Rotated ellipse: determinant formula holds, diagonal-only formula fails
t = np.radians(angle_deg)
R = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
W_rotated = R @ W_principal @ R.T
mass_rotated = mass_from_count(level_energies(W_rotated), 0.0, energy)
mass_determinant = 1 / np.sqrt(np.linalg.det(W_rotated))
mass_diagonal_only = 1 / np.sqrt(W_rotated[0, 0] * W_rotated[1, 1])
assert abs(mass_rotated / mass_determinant - 1) < 3e-3
assert abs(mass_diagonal_only / mass_rotated - 1) > 0.2

# Fermi energy by filling the sorted levels with two electrons each
electrons = sheet_density * side**2 * CM2_PER_NM2
fermi_filled = levels[int(round(electrons / 2)) - 1]
assert fermi_filled < energy
assert abs(fermi_filled / fermi_energy - 1) < 5e-3

print(f"mass along x: {mx:.2f} m0")
print(f"mass along y: {my:.2f} m0")
print(f"product of the masses: {mx * my:.4f} m0^2")
print(f"density-of-states mass, formula: {m_d:.4f} m0")
print(f"density-of-states mass, two digits: {m_d:.2f} m0")
print(f"arithmetic mean of the masses: {arithmetic:.4f} m0")
print(f"harmonic mean of the masses: {harmonic:.4f} m0")
print(f"hbar^2/m0: {hb2_over_m0:.3f} meV nm^2")
print(f"reference energy: {energy:.1f} meV")
print(f"semi-axis along kx: {semi_x:.4f} nm^-1")
print(f"semi-axis along ky: {semi_y:.4f} nm^-1")
print(f"k-space area of the ellipse: {k_area:.4f} nm^-2")
print(f"states per area below it, formula: {states_per_cm2:.4e} cm^-2")
print(f"states per area below it, count: {count_per_cm2:.4e} cm^-2")
print(f"density of states, formula: {dos:.4e} meV^-1 cm^-2")
print(f"side of the counted sample: {side:.0f} nm")
print(f"counted states, elliptical valley: {count:d}")
print(f"counted states, circular valley of mass m_d: {circle_count:d}")
print(f"mass from the count: {mass_counted:.4f} m0")
print(f"mass from the count, 10 to 20 meV: {mass_low:.4f} m0")
print(f"mass from the count, 40 to 50 meV: {mass_high:.4f} m0")
print(f"rotation angle: {angle_deg:.0f} degrees")
print(f"rotated W_xx: {W_rotated[0, 0]:.4f} 1/m0")
print(f"rotated W_yy: {W_rotated[1, 1]:.4f} 1/m0")
print(f"rotated W_xy: {W_rotated[0, 1]:.4f} 1/m0")
print(f"determinant of rotated W: {np.linalg.det(W_rotated):.4f} 1/m0^2")
print(f"mass from the determinant: {mass_determinant:.4f} m0")
print(f"mass from the count, rotated ellipse: {mass_rotated:.4f} m0")
print(f"mass from diagonal elements only: {mass_diagonal_only:.4f} m0")
print(f"sheet density: {sheet_density:.1e} cm^-2")
print(f"Fermi energy, formula: {fermi_energy:.2f} meV")
print(f"Fermi energy, filled levels: {fermi_filled:.2f} meV")
print("finished without a failed check")
```

Printed output:

```
mass along x: 0.15 m0
mass along y: 1.20 m0
product of the masses: 0.1800 m0^2
density-of-states mass, formula: 0.4243 m0
density-of-states mass, two digits: 0.42 m0
arithmetic mean of the masses: 0.6750 m0
harmonic mean of the masses: 0.2667 m0
hbar^2/m0: 76.200 meV nm^2
reference energy: 50.0 meV
semi-axis along kx: 0.4437 nm^-1
semi-axis along ky: 1.2549 nm^-1
k-space area of the ellipse: 1.7492 nm^-2
states per area below it, formula: 8.8614e+12 cm^-2
states per area below it, count: 8.8628e+12 cm^-2
density of states, formula: 1.7723e+11 meV^-1 cm^-2
side of the counted sample: 2000 nm
counted states, elliptical valley: 354514
counted states, circular valley of mass m_d: 354450
mass from the count: 0.4243 m0
mass from the count, 10 to 20 meV: 0.4243 m0
mass from the count, 40 to 50 meV: 0.4246 m0
rotation angle: 30 degrees
rotated W_xx: 5.2083 1/m0
rotated W_yy: 2.2917 1/m0
rotated W_xy: 2.5259 1/m0
determinant of rotated W: 5.5556 1/m0^2
mass from the determinant: 0.4243 m0
mass from the count, rotated ellipse: 0.4243 m0
mass from diagonal elements only: 0.2895 m0
sheet density: 5.0e+12 cm^-2
Fermi energy, formula: 28.21 meV
Fermi energy, filled levels: 28.21 meV
finished without a failed check
```
